# Zero-field J spectra of XA, XA2 and XA3 spin systems

## Problem

A molecule in an isotropic liquid contains one spin-1/2 nucleus X, with spin operator $\mathbf S$, and $n$ spin-1/2 nuclei A, with spin operators $\mathbf I_1,\dots,\mathbf I_n$. All spin operators are dimensionless. Every A nucleus has the same scalar coupling $J\neq 0$ to X. The A nuclei may also be coupled to one another. With energies divided by Planck's constant $h$, so that they are in Hz, the Hamiltonian in zero magnetic field is

$$
H = J\,\mathbf S\cdot\mathbf K+H_{AA},\qquad
\mathbf K=\sum_{i=1}^{n}\mathbf I_i,\qquad
H_{AA}=\sum_{i<j}J_{ij}\,\mathbf I_i\cdot\mathbf I_j .
$$

The sample first reaches thermal equilibrium in a field $B$ along $z$, at a temperature high enough for the density matrix to be expanded to first order. The field is then removed so fast that the spin state does not change during the removal. From $t=0$ on, the magnetization along $z$ is recorded in zero field. Relaxation is neglected. The gyromagnetic ratios are $\gamma_X$ and $\gamma_A$.

1. Express the recorded signal through the operator $O=\gamma_XS_z+\gamma_AK_z$, and show that the A–A couplings do not affect it.
2. Find the frequencies at which the signal oscillates for $n=1,2,3$.
3. Find the amplitude of each oscillation and the part of the signal that stays constant.
4. Evaluate the results for $J=100$ Hz and $\gamma_X/\gamma_A=0.25$. What happens if $\gamma_X=\gamma_A$, or if the two X–A couplings in XA2 are unequal?

## Solution

### 1. The signal

In the field, the energy operator is $hH-\hbar B\,O$. To first order in the inverse temperature, the equilibrium density matrix is

$$
\rho(0)=\frac{1}{2^{n+1}}\left[1-\frac{hH}{k_BT}+\frac{\hbar B}{k_BT}\,O\right],
$$

where $2^{n+1}$ is the number of spin states. The magnetic moment along $z$ is $\hbar O$. Its mean value at time $t$ is $\hbar\,\mathrm{Tr}[O\,U\rho(0)U^\dagger]$ with $U=e^{-2\pi iHt}$.

The first two terms of $\rho(0)$ commute with $H$ and do not evolve. They do not contribute to the mean value either. The trace of $O$ is zero, because each spin component is traceless. In $\mathrm{Tr}[OH]$, each term is a product of one single-spin operator and one two-spin operator, so at least one nucleus carries a single traceless spin component. This trace is therefore zero too. What remains is

$$
\langle M_z\rangle(t)=\frac{\hbar^2B}{k_BT}\,s(t),\qquad
s(t)=\frac{1}{2^{n+1}}\mathrm{Tr}\!\left[O\,U\,O\,U^\dagger\right].
$$

Let $|a\rangle$ be eigenstates of $H$ with energies $E_a$. Writing out the trace gives

$$
s(t)=\frac{1}{2^{n+1}}\sum_{a,b}|O_{ab}|^2\cos[2\pi(E_a-E_b)t].
\tag{1}
$$

The sine terms cancel because $|O_{ab}|^2$ is symmetric in $a$ and $b$, while the sine is antisymmetric. A line appears at $|E_a-E_b|$ if $O$ connects the two levels. "Amplitude" below means the coefficient of the cosine in $s(t)$.

**The A–A couplings.** With $[I_\beta,I_\alpha]=i\epsilon_{\beta\alpha\gamma}I_\gamma$ for each nucleus, and summation over repeated indices,

$$
[\mathbf I_i\cdot\mathbf I_j,\,I_{i\alpha}+I_{j\alpha}]
=i\epsilon_{\beta\alpha\gamma}\left(I_{i\gamma}I_{j\beta}+I_{i\beta}I_{j\gamma}\right)=0 .
$$

The bracket is symmetric under exchange of $\beta$ and $\gamma$, and $\epsilon_{\beta\alpha\gamma}$ is antisymmetric, so the sum vanishes. The other nuclei commute with $\mathbf I_i\cdot\mathbf I_j$. Hence $H_{AA}$ commutes with every component of $\mathbf K$ and of $\mathbf S$, and therefore with both $J\,\mathbf S\cdot\mathbf K$ and $O$. The evolution operator factorizes,

$$
U=e^{-2\pi iJ\mathbf S\cdot\mathbf K\,t}\,e^{-2\pi iH_{AA}t},
$$

and the second factor passes through $O$ and cancels against its adjoint in $UOU^\dagger$. This holds even when the $J_{ij}$ differ from one another. From here on $H=J\,\mathbf S\cdot\mathbf K$.

### 2. Levels and frequencies

**Coupling the A spins.** Adding a spin 1/2 to a spin $K\ge 1/2$ gives $K+1/2$ and $K-1/2$; adding it to $K=0$ gives 1/2. Starting from one A spin:

- $n=1$: $K=1/2$, once.
- $n=2$: $K=1$ once and $K=0$ once.
- $n=3$: $K=3/2$ once, from $K=1$; and $K=1/2$ twice, once from $K=1$ and once from $K=0$.

The number of times $K$ occurs is called $g_K$. For any $n$ it follows by counting. There are $\binom{n}{n/2-M}$ product states with $K_z=M$, and each multiplet with $K\ge M$ contributes one state to this number. Subtracting the count for $M=K+1$ from that for $M=K$ leaves the multiplets with spin $K$:

$$
g_K=\binom{n}{n/2-K}-\binom{n}{n/2-K-1},
$$

where a binomial coefficient with a negative lower entry is zero.

**Coupling X.** Let $\mathbf F=\mathbf S+\mathbf K$. Since $\mathbf S$ and $\mathbf K$ commute, $F^2=S^2+K^2+2\,\mathbf S\cdot\mathbf K$, so that

$$
E=\frac J2\left[F(F+1)-K(K+1)-\tfrac34\right].
$$

For $K\ge1/2$ the total spin is $F=K\pm1/2$. In the upper case $F(F+1)=K^2+2K+\tfrac34$, and in the lower case $F(F+1)=K^2-\tfrac14$. Therefore

$$
E_{K+1/2}=\frac{JK}{2},\qquad
E_{K-1/2}=-\frac{J(K+1)}{2},
$$

and their distance is

$$
\nu_K=|J|\left(K+\tfrac12\right).
\tag{2}
$$

For $K=0$ there is one level, $F=1/2$ with $E=0$, and no line.

**Selection rules.** The components of $\mathbf K$ act inside each A multiplet. They change neither $K$ nor the label that distinguishes two multiplets of equal $K$, and $\mathbf S$ does not act on the A spins at all. So $O$ connects only levels that belong to the same A multiplet. It also commutes with $F_z$ and conserves its eigenvalue $m$. Each multiplet with $K\ge 1/2$ can thus give one frequency, $\nu_K$. In particular, the $K=3/2$ and $K=1/2$ levels of XA3 are not connected to each other.

The possible lines are at $|J|$ for XA, at $3|J|/2$ for XA2, and at $|J|$ and $2|J|$ for XA3. It remains to be shown that their amplitudes are not zero.

### 3. Amplitudes

Separate the conserved part of $O$:

$$
O=\gamma_AF_z+(\gamma_X-\gamma_A)S_z .
\tag{3}
$$

$F_z$ commutes with $H$ and has no matrix elements between different energies. The lines come from $S_z$ alone, with weight $(\gamma_X-\gamma_A)^2$. Physically, X and A exchange polarization while $S_z+K_z$ stays constant. The difference $\gamma_X-\gamma_A$ enters twice. The initial field polarizes the two species unequally, so there is a polarization difference to exchange; and the exchange changes the magnetization because the two species carry different magnetic moments.

**Matrix elements of $S_z$.** Take one A multiplet and fix $m$ with $|m|\le K-1/2$. There are two states,

$$
|1\rangle=|{\uparrow},\,K_z=m-\tfrac12\rangle,\qquad
|2\rangle=|{\downarrow},\,K_z=m+\tfrac12\rangle .
$$

Use $\mathbf S\cdot\mathbf K=S_zK_z+\tfrac12(S_+K_-+S_-K_+)$. The diagonal elements are

$$
\tfrac12\left(m-\tfrac12\right)=-\tfrac14+\tfrac m2,\qquad
-\tfrac12\left(m+\tfrac12\right)=-\tfrac14-\tfrac m2 .
$$

With the abbreviation $L=K+\tfrac12$, the off-diagonal element is

$$
\tfrac12\sqrt{K(K+1)-\left(m-\tfrac12\right)\left(m+\tfrac12\right)}
=\tfrac12\sqrt{L^2-m^2},
$$

because $K(K+1)+\tfrac14=L^2$. In this two-state space

$$
\mathbf S\cdot\mathbf K=-\frac14+\frac L2
\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix},
\qquad
\cos\theta=\frac mL,\quad \sin\theta=\frac{\sqrt{L^2-m^2}}{L}.
$$

The matrix has eigenvalues $\pm1$, which reproduces the energies found above. Its eigenvectors are

$$
|+\rangle=\cos\tfrac\theta2|1\rangle+\sin\tfrac\theta2|2\rangle,\qquad
|-\rangle=-\sin\tfrac\theta2|1\rangle+\cos\tfrac\theta2|2\rangle ,
$$

belonging to $F=K+1/2$ and $F=K-1/2$. Since $S_z$ is $+\tfrac12$ in $|1\rangle$ and $-\tfrac12$ in $|2\rangle$,

$$
\langle+|S_z|-\rangle
=-\tfrac12\cos\tfrac\theta2\sin\tfrac\theta2-\tfrac12\sin\tfrac\theta2\cos\tfrac\theta2
=-\tfrac12\sin\theta ,
$$

and hence

$$
|\langle+|S_z|-\rangle|^2=\frac{L^2-m^2}{4L^2}.
$$

The states with $|m|=K+1/2$ occur in the upper multiplet only and have no partner.

**Sum over $m$.** The sum runs over the $2L-1$ values from $-(L-1)$ to $L-1$, which are the $m$ values of the lower multiplet, $F=L-1$. By isotropy, $F_x^2$, $F_y^2$ and $F_z^2$ have equal traces in this multiplet, so

$$
\sum_m m^2=\tfrac13F(F+1)(2F+1)=\tfrac13(L-1)L(2L-1).
$$

The summed strength is

$$
W_K=\frac{2L-1}{4L^2}\left[L^2-\frac{L(L-1)}3\right]
=\frac{2L-1}{4L^2}\cdot\frac{L(2L+1)}{3}
=\frac{4L^2-1}{12L}.
$$

With $4L^2-1=4K(K+1)$ and $12L=6(2K+1)$,

$$
W_K=\frac{2K(K+1)}{3(2K+1)} .
$$

In equation (1) each pair of states appears twice, as $(a,b)$ and as $(b,a)$. Each of the $g_K$ multiplets contributes equally. The amplitude of the line at $\nu_K$ is therefore

$$
a_K=\frac{2g_KW_K}{2^{n+1}}(\gamma_X-\gamma_A)^2
=\frac{g_K}{2^{n+1}}\,\frac{4K(K+1)}{3(2K+1)}\,(\gamma_X-\gamma_A)^2 .
\tag{4}
$$

The values needed are $W_{1/2}=1/4$, $W_1=4/9$ and $W_{3/2}=5/8$. They give:

| System | $K$ | $g_K$ | Frequency | $a_K/(\gamma_X-\gamma_A)^2$ |
|---|---|---|---|---|
| XA | 1/2 | 1 | $\lvert J\rvert$ | 1/8 |
| XA2 | 1 | 1 | $3\lvert J\rvert/2$ | 1/9 |
| XA3 | 1/2 | 2 | $\lvert J\rvert$ | 1/16 |
| XA3 | 3/2 | 1 | $2\lvert J\rvert$ | 5/64 |

In XA3 the amplitudes at $|J|$ and $2|J|$ are in the ratio $4:5$. The lower line comes from two multiplets, but each has a summed strength of only $1/4$, against $5/8$ for the single $K=3/2$ multiplet. The sign of $J$ affects neither frequencies nor amplitudes, so this signal determines only $|J|$.

**Constant part.** At $t=0$ all cosines equal one, and

$$
s(0)=\frac{\mathrm{Tr}\,O^2}{2^{n+1}}=\frac{\gamma_X^2+n\gamma_A^2}{4}.
\tag{5}
$$

The squares contribute because each spin component squared is $1/4$; products of components of different nuclei are traceless. The constant part is

$$
s_0=s(0)-\sum_{K>0}a_K .
$$

It is a contribution at zero frequency and is not counted among the lines in the table. In XA2, the molecules' $K=0$ states contribute only to $s_0$: there the X spin has no A spin to exchange polarization with.

### 4. Numerical example and conditions

Take $J=100$ Hz and $\gamma_X/\gamma_A=0.25$, and measure signals in units of $\gamma_A^2$. Then $(\gamma_X-\gamma_A)^2=0.75^2=0.5625$.

The levels $JK/2$ and $-J(K+1)/2$ give the frequencies:

- $K=1/2$: $25-(-75)=100$ Hz.
- $K=1$: $50-(-100)=150$ Hz.
- $K=3/2$: $75-(-125)=200$ Hz.

The amplitudes are

- XA: $0.5625/8=0.0703$ at 100 Hz.
- XA2: $0.5625/9=0.0625$ at 150 Hz.
- XA3: $0.5625/16=0.0352$ at 100 Hz and $0.5625\times5/64=0.0439$ at 200 Hz.

For XA3, equation (5) gives $s(0)=(0.0625+3)/4=0.7656$. The constant part is $0.7656-0.0352-0.0439=0.6865$, so about 10% of the initial signal oscillates. After 2 ms the phases of the two cosines are $0.4\pi$ and $0.8\pi$, and

$$
s(2\ \mathrm{ms})=0.6865+0.0352\cos(0.4\pi)+0.0439\cos(0.8\pi)\approx0.662 .
$$

Direct propagation with the full spin Hamiltonian, including unequal A–A couplings, gives the same value in the numerical check.

**Equal gyromagnetic ratios.** If $\gamma_X=\gamma_A$, equation (3) reduces to $O=\gamma_AF_z$, which is conserved. The energy levels are unchanged, but all lines vanish and the magnetization stays constant.

**Unequal X–A couplings.** For XA2 with couplings $J_1$ and $J_2$, the X–A Hamiltonian is

$$
J_1\mathbf S\cdot\mathbf I_1+J_2\mathbf S\cdot\mathbf I_2
=\frac{J_1+J_2}{2}\,\mathbf S\cdot\mathbf K
+\frac{J_1-J_2}{2}\,\mathbf S\cdot(\mathbf I_1-\mathbf I_2).
$$

The operator $\mathbf I_1-\mathbf I_2$ changes sign when the two A nuclei are exchanged. It therefore connects the antisymmetric $K=0$ state with the symmetric $K=1$ states, and $K$ is no longer a good quantum number. The A–A coupling, which distinguishes $K=0$ from $K=1$, no longer commutes with the rest of $H$, and the cancellation of part 1 fails.

As with equal couplings, there are two levels with $F=1/2$ and one with $F=3/2$. With equal couplings, $O$ connects only the two $K=1$ levels. Once $K=0$ and $K=1$ are mixed, it can connect every pair of levels, so up to three lines appear. For $J_1=100$ Hz, $J_2=90$ Hz and an A–A coupling of 7 Hz, diagonalization gives lines at 54.3, 88.4 and 142.7 Hz, with amplitudes 0.00015, 0.00030 and 0.06235. The strong line lies close to $3/2$ times the mean coupling $\bar J=(J_1+J_2)/2$, that is $1.5\times95=142.5$ Hz, because the mixing is weak in this example. Since $\mathbf I_1\cdot\mathbf I_2$ is $+\tfrac14$ for $K=1$ and $-\tfrac34$ for $K=0$, the two $F=1/2$ levels would lie, without the mixing term, at $-\bar J+J_{12}/4$ ($K=1$) and $-3J_{12}/4$ ($K=0$), where $J_{12}$ is the A–A coupling. Their distance, $\bar J-J_{12}=95-7=88$ Hz, is large compared with the prefactor $(J_1-J_2)/2=5$ Hz of the mixing term. The two weak lines show the loss of equivalence. If $J_{12}$ were close to $\bar J$, the two levels would mix strongly and there would no longer be a single strong line. The matrix element of the mixing term between them has magnitude $\tfrac{\sqrt3}{2}\times5=4.33$ Hz, so for $J_{12}=\bar J=95$ Hz the line splits into two at $142.5\pm4.3$ Hz, that is 138.2 and 146.8 Hz, and a third line appears at 8.7 Hz; all three have amplitude 0.03125.

## Table of computed values

```
coupling J = 100.0 Hz
gamma_X/gamma_A = 0.25
(gamma_X-gamma_A)^2 = 0.5625 gamma_A^2
n=1: K=0.5 occurs 1 time(s)
n=2: K=1.0 occurs 1 time(s)
n=2: K=0.0 occurs 1 time(s)
n=3: K=1.5 occurs 1 time(s)
n=3: K=0.5 occurs 2 time(s)
K=0.5: E(F=K+1/2) = 25.0 Hz, E(F=K-1/2) = -75.0 Hz
K=0.5: sum over m of |S_z element|^2 = 0.250000
K=1.0: E(F=K+1/2) = 50.0 Hz, E(F=K-1/2) = -100.0 Hz
K=1.0: sum over m of |S_z element|^2 = 0.444444
K=1.5: E(F=K+1/2) = 75.0 Hz, E(F=K-1/2) = -125.0 Hz
K=1.5: sum over m of |S_z element|^2 = 0.625000
XA: line at 100.0 Hz = 1.0 J, amplitude 0.070312 gamma_A^2
XA: same amplitude/(gamma_X-gamma_A)^2 = 0.125000
XA: static part = 0.195312 gamma_A^2
XA: s(0) = 0.265625 gamma_A^2
XA2: line at 150.0 Hz = 1.5 J, amplitude 0.062500 gamma_A^2
XA2: same amplitude/(gamma_X-gamma_A)^2 = 0.111111
XA2: static part = 0.453125 gamma_A^2
XA2: s(0) = 0.515625 gamma_A^2
XA3: line at 100.0 Hz = 1.0 J, amplitude 0.035156 gamma_A^2
XA3: same amplitude/(gamma_X-gamma_A)^2 = 0.062500
XA3: line at 200.0 Hz = 2.0 J, amplitude 0.043945 gamma_A^2
XA3: same amplitude/(gamma_X-gamma_A)^2 = 0.078125
XA3: static part = 0.686523 gamma_A^2
XA3: s(0) = 0.765625 gamma_A^2
XA3: amplitude ratio (2J line)/(J line) = 1.2500
XA3: s(t = 0.0 ms) = 0.765625 gamma_A^2
XA3: s(t = 2.0 ms) = 0.661835 gamma_A^2
XA3 with gamma_X = gamma_A: number of lines = 0
unequal case: J_XA = 100.0 and 90.0 Hz, J_AA = 7.0 Hz
unequal case: line at 54.287 Hz, amplitude 0.000150 gamma_A^2
unequal case: line at 88.425 Hz, amplitude 0.000300 gamma_A^2
unequal case: line at 142.713 Hz, amplitude 0.062350 gamma_A^2
```
